# The Zemach correction to hyperfine splitting and its dipole value: a program that tests the result

```python
"""Zemach finite-size correction to the ground-state hyperfine splitting.

Result under test: E_hfs/E_F = 1 - 2 Z r_Z/a0, where r_Z is the mean distance
between a point drawn from the charge density and one drawn from the
magnetization density; r_Z = 35/(8 Lambda) for two equal dipole form factors
G(Q) = (1 + Q^2/Lambda^2)^(-2), whose density is Lambda^3 exp(-Lambda r)/(8 pi).
Atomic units, Z = 1. g: upper radial function; F: lower radial function times c;
q(r): fraction of the magnetization inside radius r.
The radial equations are solved without expansion in the nuclear size.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gammainc

alpha = const.fine_structure
bohr = const.physical_constants["Bohr radius"][0]
charge_radius = const.physical_constants["proton rms charge radius"][0]


def shell(r, lam):
    """Radial probability density 4 pi r^2 rho(r) of a dipole distribution."""
    return 0.5 * lam**3 * r**2 * math.exp(-lam * r)


def kernel(r, s):
    """Angular average of the distance between points at radii r and s."""
    big, small = max(r, s), min(r, s)
    return big + small**2 / (3 * big)


def mean_distance(r):
    """Mean distance from radius r to a charge density with Lambda = 1."""
    inner = quad(lambda s: shell(s, 1.0) * kernel(r, s), 0, r)[0]
    outer = quad(lambda s: shell(s, 1.0) * kernel(r, s), r, r + 60)[0]
    return inner + outer


def zemach_position(ratio):
    """r_Z in units 1/Lambda_E; ratio = Lambda_M/Lambda_E."""
    return quad(lambda r: shell(r, ratio) * mean_distance(r),
                0, 50 / ratio, epsabs=1e-9, epsrel=1e-9)[0]


def zemach_momentum(ratio):
    def integrand(k):
        log_product = -2 * math.log1p(k * k) - 2 * math.log1p((k / ratio)**2)
        return -math.expm1(log_product) / k**2
    return 4 / math.pi * quad(integrand, 0, np.inf)[0]


def solve_atom(lam_e, lam_m, relativistic):
    """Return hyperfine integral, contact average and normalized g(r)."""
    rel = alpha**2 if relativistic else 0.0

    def rhs(x, y, energy):
        r = math.exp(x)
        g, low = y[0], y[1]
        t = lam_e * r
        potential = -(-math.expm1(-t) - 0.5 * t * math.exp(-t)) / r
        kin = energy - potential
        return [-r * (2 + rel * kin) * low,
                -2 * low + r * kin * g,
                r**3 * (g * g + rel * low * low),
                4 * r * g * low * gammainc(3, lam_m * r),
                r * g * g * shell(r, lam_m)]

    start = 1e-4 / max(lam_e, lam_m)
    options = dict(method="DOP853", rtol=1e-12, atol=1e-20)

    def both_sides(energy, dense=False):
        low0 = (energy + lam_e / 2) * start / 3
        out = solve_ivp(rhs, (math.log(start), 0.0),
                        [1.0, low0, start**3 / 3, 0.0, 0.0],
                        args=(energy,), dense_output=dense, **options)
        inn = solve_ivp(rhs, (math.log(25.0), 0.0),
                        [1.0, 0.5, 0.0, 0.0, 0.0], args=(energy,), **options)
        assert out.success and inn.success
        return out, inn

    def mismatch(energy):
        out, inn = both_sides(energy)
        return out.y[1, -1] / out.y[0, -1] - inn.y[1, -1] / inn.y[0, -1]

    energy = brentq(mismatch, -0.52, -0.48, xtol=1e-14, rtol=1e-14)
    out, inn = both_sides(energy, dense=True)
    scale2 = (out.y[0, -1] / inn.y[0, -1])**2
    total = out.y[2:, -1] - scale2 * inn.y[2:, -1]
    norm = total[0]

    def upper(r):
        return out.sol(math.log(r))[0] / math.sqrt(norm)
    return total[1] / norm, total[2] / norm, upper


# Angular average of the field of a smeared moment along z
x, y, z = sp.symbols("x y z", real=True)
rad = sp.sqrt(x**2 + y**2 + z**2)
enclosed = 1 - sp.exp(-rad) * (1 + rad + rad**2 / 2)
field_z = sp.diff(x * enclosed / rad**3, x) + sp.diff(y * enclosed / rad**3, y)
field = sp.lambdify((x, y, z), field_z, "numpy")
nodes, weights = np.polynomial.legendre.leggauss(6)
for r in (0.7, 2.3):
    average = 0.5 * np.sum(weights * field(r * np.sqrt(1 - nodes**2), 0.0, r * nodes))
    density = math.exp(-r) / (8 * math.pi)
    assert abs(average / (8 * math.pi / 3 * density) - 1) < 1e-9

# Angular average of the distance, by direct quadrature
direct = quad(lambda c: 0.5 * math.sqrt(1.3**2 + 0.6**2 - 2 * 1.3 * 0.6 * c), -1, 1)[0]
assert abs(direct - kernel(1.3, 0.6)) < 1e-10

# Integral behind the momentum form; the tail beyond the cut is 1/cut
cut = 200.0
sine_part = quad(lambda t: (1 - math.sin(t) / t) / t**2 if t > 1e-3
                 else 1 / 6 - t * t / 120, 0, cut, limit=500)[0] + 1 / cut
assert abs(sine_part - math.pi / 4) < 1e-7

# Density, convolution and r_Z for dipoles
for k in (0.5, 1.7):
    transform = quad(lambda s: shell(s, 1.0) * math.sin(k * s) / (k * s), 0, 60)[0]
    assert abs(transform - (1 + k * k)**-2) < 1e-8
    folded = quad(lambda s: s**2 * (3 + 3 * s + s * s) * math.exp(-s) / 48
                  * math.sin(k * s) / (k * s), 0, 70)[0]
    assert abs(folded - (1 + k * k)**-4) < 1e-8
second_moment = quad(lambda s: s * s * shell(s, 1.0), 0, 70)[0]
assert abs(second_moment - 12) < 1e-7
equal_position = zemach_position(1.0)
equal_momentum = zemach_momentum(1.0)
assert abs(equal_position - 35 / 8) < 1e-6
assert abs(equal_momentum - 35 / 8) < 1e-6
ratio = 0.6
unequal_position = zemach_position(ratio)
unequal_momentum = zemach_momentum(ratio)
assert abs(unequal_position - unequal_momentum) < 1e-6

# Hydrogen with the proton charge radius; point-nucleus integral is 4
lam = math.sqrt(12) * bohr / charge_radius
r_zemach = 35 / (8 * lam)
shift = -2 * r_zemach
ladder = []
for factor in (1, 10, 100):
    hfs, contact, upper = solve_atom(lam / factor, lam / factor, False)
    assert abs(hfs / contact - 1) < 1e-8
    numerical = hfs / 4 - 1
    ladder.append((factor, numerical, shift * factor,
                   numerical / (shift * factor) - 1))
    if factor == 1:
        drops = []
        for scaled_r in (1e-3, 2.0, 10.0):
            drop = 1 - upper(scaled_r / lam) / 2
            predicted = mean_distance(scaled_r) / lam
            assert abs(drop / predicted - 1) < 2e-3
            drops.append((scaled_r, drop, predicted))
deviations = [abs(row[3]) for row in ladder]
assert deviations[0] < 2e-3 and deviations[0] < deviations[1] < deviations[2] < 0.1

# Unequal charge and magnetization ranges
hfs_unequal = solve_atom(lam, ratio * lam, False)[0] / 4 - 1
formula_unequal = -2 * unequal_position / lam
assert abs(hfs_unequal / formula_unequal - 1) < 2e-3

# Dirac electron, relative to the Dirac value for a point nucleus
gamma = math.sqrt(1 - alpha**2)
breit = 1 / (gamma * (2 * gamma - 1))
dirac_shift = solve_atom(lam, lam, True)[0] / (4 * breit) - 1
assert abs(dirac_shift / shift - 1) < 5e-3

# Fermi splitting of hydrogen with electron g = 2: SI against atomic units
mass_ratio = const.m_e / const.m_p
reduced = 1 / (1 + mass_ratio)
g_proton = const.physical_constants["proton g factor"][0]
mu_b = const.physical_constants["Bohr magneton"][0]
mu_n = const.physical_constants["nuclear magneton"][0]
hartree = const.physical_constants["Hartree energy"][0]
fermi_hz = (2 * const.mu_0 / 3 * 2 * mu_b * g_proton * mu_n
            * reduced**3 / (math.pi * bohr**3) / const.h)
fermi_au = 4 / 3 * g_proton * alpha**2 * mass_ratio * reduced**3
assert abs(fermi_au * hartree / const.h / fermi_hz - 1) < 1e-7
shift_reduced = shift * reduced
point_moment = -2 * mean_distance(1e-9) / lam
assert abs(point_moment / (-6 / lam) - 1) < 1e-6

fm = 1e15 * bohr
print(f"proton rms charge radius (input) = {charge_radius*1e15:.4f} fm")
print(f"Bohr radius = {fm:.2f} fm")
print(f"dipole parameter Lambda = {lam/fm:.4f} 1/fm")
print(f"r_Z Lambda, position integral = {equal_position:.6f}")
print(f"r_Z Lambda, momentum integral = {equal_momentum:.6f}")
print(f"35/8 = {35/8:.6f}")
print(f"r_Z / charge radius = {r_zemach*bohr/charge_radius:.4f}")
print(f"Zemach radius r_Z = {r_zemach*fm:.4f} fm")
print(f"-2 r_Z/a0, infinite nuclear mass = {shift*1e6:.3f} ppm")
print(f"reduced mass m_r/m_e = {reduced:.6f}")
print(f"Zemach shift with reduced mass = {shift_reduced*1e6:.3f} ppm")
print(f"point moment in extended charge = {point_moment*1e6:.3f} ppm")
print("Schroedinger solution against first-order formula:")
for factor, numerical, formula, deviation in ladder:
    print(f" size x{factor}: solved {numerical*1e6:.3f} ppm, "
          f"formula {formula*1e6:.3f} ppm, rel. dev. {deviation:.2e}")
print("relative drop of wave function below point value at origin:")
for scaled_r, drop, predicted in drops:
    print(f" Lambda r = {scaled_r:g}: solved {drop*1e6:.3f} ppm, "
          f"Z w(r) {predicted*1e6:.3f} ppm")
print(f"unequal ranges, Lambda_M/Lambda_E = {ratio:.1f}")
print(f" r_Z Lambda_E = {unequal_position:.5f}")
print(f" solved shift = {hfs_unequal*1e6:.3f} ppm")
print(f" formula shift = {formula_unequal*1e6:.3f} ppm")
print(f"Breit factor minus one, point nucleus = {(breit-1)*1e6:.3f} ppm")
print(f"Dirac finite-size shift = {dirac_shift*1e6:.3f} ppm")
print(f"Dirac shift / formula - 1 = {dirac_shift/shift-1:.2e}")
print(f"proton g factor (input) = {g_proton:.6f}")
print(f"Fermi splitting, electron g = 2: {fermi_hz/1e6:.3f} MHz")
print(f"Zemach shift of splitting = {shift_reduced*fermi_hz/1e3:.2f} kHz")
print("verified")
```

Printed output:

```
proton rms charge radius (input) = 0.8407 fm
Bohr radius = 52917.72 fm
dipole parameter Lambda = 4.1203 1/fm
r_Z Lambda, position integral = 4.375000
r_Z Lambda, momentum integral = 4.375000
35/8 = 4.375000
r_Z / charge radius = 1.2630
Zemach radius r_Z = 1.0618 fm
-2 r_Z/a0, infinite nuclear mass = -40.131 ppm
reduced mass m_r/m_e = 0.999456
Zemach shift with reduced mass = -40.109 ppm
point moment in extended charge = -27.519 ppm
Schroedinger solution against first-order formula:
 size x1: solved -40.134 ppm, formula -40.131 ppm, rel. dev. 7.44e-05
 size x10: solved -401.534 ppm, formula -401.313 ppm, rel. dev. 5.50e-04
 size x100: solved -4027.317 ppm, formula -4013.129 ppm, rel. dev. 3.54e-03
relative drop of wave function below point value at origin:
 Lambda r = 0.001: solved 13.761 ppm, Z w(r) 13.759 ppm
 Lambda r = 2: solved 16.485 ppm, Z w(r) 16.484 ppm
 Lambda r = 10: solved 47.699 ppm, Z w(r) 47.699 ppm
unequal ranges, Lambda_M/Lambda_E = 0.6
 r_Z Lambda_E = 5.97852
 solved shift = -54.842 ppm
 formula shift = -54.840 ppm
Breit factor minus one, point nucleus = 79.883 ppm
Dirac finite-size shift = -40.157 ppm
Dirac shift / formula - 1 = 6.46e-04
proton g factor (input) = 5.585695
Fermi splitting, electron g = 2: 1418.840 MHz
Zemach shift of splitting = -56.91 kHz
verified
```
